# Is etched depth divided by time the etch rate at that depth?

## Question

I am etching narrow round holes in silicon. For each sample I measure the final depth $h$ after an etch time $t$, calculate $h/t$, and plot it against $h$ as "the etch rate at that depth". The depth grows roughly as the square root of time.

Is $h/t$ really the rate at which the bottom is moving when I stop the etch? If not, how large is the error, does it depend on the square-root law holding from the very start, and what should I plot instead?

For numbers, take a hole of diameter 2 µm, a rate of 3 µm/min on an open surface, and a 60 min etch.

## Answer

No. The quotient $h/t$ is an average over the whole etch, while the rate at the final depth is the derivative

$$R=\frac{dh}{dt}$$

at the moment you stop. The two agree if the rate has been constant. In your holes it has been falling.

### The square-root law

Suppose first that the depth follows a square root from $t=0$, with zero initial depth:

$$h=\sqrt{2Dt},$$

where $D$ is a constant with the unit µm²/min. Squaring gives $h^2=2Dt$, and differentiating both sides gives $2h\,dh/dt=2D$. The instantaneous rate is therefore

$$R=\frac{D}{h}.$$

For the average, substitute $t=h^2/(2D)$:

$$\frac{h}{t}=\frac{2D}{h}=2R.$$

The reported value is twice the instantaneous rate, at every depth. With $D=16$ µm²/min and $t=60$ min, the depth is $\sqrt{2\cdot16\cdot60}=43.8$ µm. The average is $43.8/60=0.730$ µm/min, but the bottom is moving at $16/43.8=0.365$ µm/min.

The factor comes from the exponent. If $h=Ct^n$, then $dh/dt=nCt^{n-1}=n\,h/t$, so the average is $1/n$ times the instantaneous rate. The starting point matters too. If etching begins only after a delay $t_0$, while $t$ still counts from switching on the plasma, then $h^2=2D(t-t_0)$. The instantaneous rate is still $D/h$, and the factor becomes

$$\frac{h/t}{D/h}=\frac{h^2}{Dt}=2\left(1-\frac{t_0}{t}\right).$$

### Why the average is too high

If the rate depends on depth alone, the time spent in a thin slice $dh'$ is $dh'/R(h')$. Adding the slices and dividing by $h$ gives

$$\frac{t}{h}=\frac1h\int_0^h\frac{dh'}{R(h')}.$$

So $t/h$ is the depth average of $1/R$. When $R$ falls with depth, every earlier slice was etched faster than the last one. The average of $1/R$ is then smaller than its final value, and $h/t$ is larger than $R(h)$. It still contains the fast early part of the etch.

### Can the square root hold from the start?

Not in a real hole, because $R=D/h$ is infinite at $h=0$. To see what replaces it, consider a model in which the rate is limited by neutral reactant reaching the bottom. Assume that

- molecules hit the walls much more often than each other;
- the sidewalls consume nothing and re-emit molecules diffusely, with the cosine law;
- a molecule striking the bottom reacts with probability $S$, and is otherwise re-emitted diffusely;
- the plasma is steady, ions do not limit the reaction, and the mask has no thickness.

Let $b$ be the flux striking the bottom, divided by the flux on an open surface. Let $K$ be the probability that a molecule entering one end of the hole reaches the other end. By symmetry, $K$ is the same in both directions. The bottom receives $K$ directly from outside. It also re-emits $(1-S)b$, of which a fraction $1-K$ fails to escape and returns. (This treats the re-emission as uniform over the bottom, an approximation good to about 1% at aspect ratios of 1 and 5.) Hence

$$b=K+(1-K)(1-S)b.$$

Collecting the terms in $b$ gives $b\,[1-(1-K)(1-S)]=K$. The bracket is $S+K-SK$, so

$$\frac1b=\frac{S+K-SK}{K}=1+S\left(\frac1K-1\right).$$

The rate is proportional to the bottom flux, so $R/R_0=b$, where $R_0$ is the open-surface rate. Here $b$ is an average over the bottom; for $S=0.5$ and aspect ratios of 1 and 5, the centre receives about 5% more.

Next we need $K$ for a long hole. No molecules are lost at the walls, so the same net flow passes every cross-section. Far from the ends this requires a constant gradient: the flux on the wall falls linearly along the axis, by $g$ per unit length. Consider molecules crossing a cross-section at angle $\theta$ to the axis. If the wall lies a distance $\rho$ away, measured in the plane of the cross-section, they left it an axial distance $\rho\cot\theta$ back. Those going down started where the wall flux was higher by $g\rho\cot\theta$; those going up started where it was lower by the same amount. This gives a factor 2 in the net flux. With the diffuse weight $\cos\theta/\pi$ per solid angle,

$$\text{net flux}=\frac{2g}{\pi}\int_0^{2\pi}\rho\,d\phi\int_0^{\pi/2}\cos\theta\cot\theta\sin\theta\,d\theta
=\frac g2\int_0^{2\pi}\rho\,d\phi,$$

because the $\theta$ integrand is $\cos^2\theta$, whose integral is $\pi/4$.

This must be averaged over a disc of radius $a=d/2$. For a fixed direction $\phi$, cut the disc into parallel chords of length $c=2\sqrt{a^2-y^2}$. Along one chord, $\int_0^c\rho\,d\rho=c^2/2=2(a^2-y^2)$. Integrating over $y$ from $-a$ to $a$ gives $8a^3/3$, and dividing by the area $\pi a^2$ gives a mean distance $8a/(3\pi)$. The $\phi$ integral multiplies this by $2\pi$, giving $16a/3$. The net flux is thus $8ga/3=4gd/3$.

To find $K$, let the far end absorb everything. In a long hole the relative wall flux then falls from about 1 to about 0 over the length $h$, so $g\approx1/h$ and $K\approx4d/(3h)$. At zero depth $K=1$. A simple formula joining both limits is

$$\frac1K=1+\frac{3h}{4d}.$$

This is an interpolation, not an exact result. Inserting it above gives

$$R=\frac{R_0}{1+h/L},\qquad L=\frac{4d}{3S}.$$

### The factor in this model

Separate the variables, $(1+h/L)\,dh=R_0\,dt$, and integrate from zero:

$$h+\frac{h^2}{2L}=R_0t.$$

Multiplying by $2L$ gives a quadratic equation, whose positive root is

$$h=-L+\sqrt{L^2+2LR_0t}.$$

Factoring $h$ out of the integrated equation gives the average rate,

$$\frac ht=\frac{R_0}{1+h/(2L)}.$$

With $x=h/L$, the overestimate is

$$\frac{h/t}{R}=\frac{1+x}{1+x/2}=\frac{2(1+x)}{2+x}=2-\frac{2}{2+x}.$$

For a shallow hole, $x\ll1$, the factor is close to 1 and the depth grows linearly. For $x\gg1$ the quadratic term dominates, $h\approx\sqrt{2R_0Lt}$, and the factor approaches 2. The constant $D$ is then $R_0L$.

For your hole I take $S=0.5$. Then $L=4\cdot2/(3\cdot0.5)=5.33$ µm, and $R_0L=16$ µm²/min, the value used earlier. After 60 min,

$$h=-5.33+\sqrt{5.33^2+2\cdot5.33\cdot3\cdot60}=38.8\ \text{µm}.$$

The average is $38.8/60=0.647$ µm/min. Since $x=7.28$, the instantaneous rate is $3/8.28=0.362$ µm/min, and the factor is 1.78. Other times give:

| $t$ (min) | $h$ (µm) | $h/t$ (µm/min) | $R$ (µm/min) | factor |
|---:|---:|---:|---:|---:|
| 1 | 2.44 | 2.44 | 2.06 | 1.19 |
| 5 | 8.39 | 1.68 | 1.17 | 1.44 |
| 20 | 20.5 | 1.03 | 0.619 | 1.66 |
| 60 | 38.8 | 0.647 | 0.362 | 1.78 |
| 240 | 82.5 | 0.344 | 0.182 | 1.89 |

The approach to 2 is slow. A factor of 1.9 requires $2/(2+x)=0.1$, so $x=18$ and $h=96$ µm, which is an aspect ratio $h/d$ of 48.

### What to plot instead

Etch two samples under the same conditions for different times $t_1$ and $t_2$. Subtracting their integrated equations gives

$$R_0(t_2-t_1)=(h_2-h_1)+\frac{h_2^2-h_1^2}{2L}
=(h_2-h_1)\left[1+\frac{h_1+h_2}{2L}\right],$$

and therefore

$$\frac{h_2-h_1}{t_2-t_1}=\frac{R_0}{1+\dfrac{(h_1+h_2)/2}{L}}.$$

Within this model, the difference quotient is exactly the instantaneous rate at the mean of the two depths. Plot it there. Etches of 40 and 60 min give 30.8 and 38.8 µm, hence 0.40 µm/min at a depth of 34.8 µm. The depth difference must be well above the measurement uncertainty.

Setting $t_1=h_1=0$ shows what your original number means in this model: $h/t$ is the rate at *half* the final depth. Here 0.647 µm/min was the true rate at 19.4 µm, which the etch passed after 18.2 min. The two-sample rule is exact whenever $1/R$ is linear in depth, which includes the square-root law, a delayed start and a mask of fixed thickness. The half-depth reading does not survive a delay: under the delayed square-root law, $h/t$ is only $1-t_0/t$ times the rate at half depth. When $1/R$ is curved, the midpoint rule is an approximation that improves as the two depths are brought closer. In the case below with wall loss 0.01, the half-depth reading of $h/t$ is 33% too low, while a difference over the last 8 µm is 1.7% too low.

The distinction matters when you extend an etch. For another 10 µm, the average rate predicts $10/0.647=15.5$ min. In the model, the mean depth of that extra section is 43.8 µm, so the time is

$$\frac{10}{3}\left(1+\frac{43.8}{5.33}\right)=30.7\ \text{min}.$$

It also matters when you fit transport data. A plot of $R_0t/h$ against final depth has slope $1/(2L)$, whereas $R_0/R$ has slope $1/L$. Mistaking the first for the second doubles the inferred $L$ and halves the inferred $S$, from 0.50 to 0.25.

### How far to trust the model for a real hole

The dimensions and open-surface rate are rough values in the regime of deep silicon etching with fluorine atoms. The value $S=0.5$ is assumed; it stands for a strongly ion-assisted reaction. It cannot be far below 0.1 here: at 300 K and four F atoms per Si, 3 µm/min needs a fluorine pressure of 4.3 mTorr at $S=0.5$ and 21 mTorr at $S=0.1$, against the total of 20 mTorr used below. Without wall loss, a smaller $S$ gives a larger $L$ and a factor closer to 1 at the same depth. With the wall loss of 0.01 treated below, the factor hardly depends on $S$. Many deep etches also alternate etching with wall passivation, which this steady model leaves out. The assumption that sidewalls consume no fluorine can also have a large effect.

To size that effect, I divided the wall into rings exchanging molecules diffusely, solved the linear equations for their fluxes, and integrated $1/R$ numerically to the same 38.8 µm depth. With no wall loss, the factor is 1.76 and the etch takes 63.8 min. For $S=0.5$, the interpolated $R_0/R$ was off by at most about 9% of its own value, near an aspect ratio of 3, over aspect ratios between 0.5 and 19.4; for $S=1$ the error reaches about 12%. With a loss probability of 0.001 per wall collision, the factor is 1.97; with 0.01 it is 3.39, and the etch takes about 180 min. These numbers keep the diameter fixed, so they describe a loss that does not etch the wall, such as recombination on a passivated surface. If the lost fluorine etched silicon, the mouth would widen by about 0.4 µm per side in the first case and by about 10 µm per side in the second, and the fixed 2 µm hole would no longer apply. So 2 is not a general upper limit, and a factor near 2 at one depth does not prove square-root growth.

Ions can matter as well. For a rough transverse ion temperature of 0.05 eV and an energy of 100 eV, the angular spread per axis is $\sqrt{0.05/(2\cdot100)}$ rad, or 0.91°. Averaging over entry points and a Gaussian spread of angles, about 54% of the ions entering the hole reach the final bottom without touching a wall. This is an average over the bottom (at its centre the direct fraction is about 74%), and ions reflected from the walls are ignored. If the rate were also multiplied by this direct fraction, which falls from 1 at the surface, the final rate would drop by more than the average rate. At the same depth the factor would rise above 1.78, but to no more than $1.78/0.54\approx3.3$; integrating $1/R$ gives about 2.3. If the direct fraction $f$ scales only the ion-assisted $S$, then $R_0/R=1/f+x$ and the factor is only 1.83. A transverse temperature of 0.2 eV lowers the direct fraction to 25% and raises these two factors to 2.9 and 2.0.

A 1 µm mask has a smaller effect. It lengthens the path from $h$ to $h+1$ µm and changes the factor to 1.75 at the same etched depth. Gas collisions are a minor concern: at 300 K and 20 mTorr, a rough collision diameter of 0.4 nm gives a mean free path of 2.2 mm, about a thousand hole diameters.

So report $h/t$ as an average rate, which is useful for throughput. For the rate at a given depth, use the difference between two etches.
